\section*{How slow atomic motion raises the electron-beam knock-on energy}

\section*{Question}

I am working on displacement damage in a thin silicon crystal in an electron microscope. At my beam energy, the largest energy an electron can give to a silicon atom at rest is $15\,\mathrm{eV}$. In my model an atom needs $16\,\mathrm{eV}$ to leave its site, so I concluded that no atom could be displaced.

I was then told to include the vibration of the atoms. If an atom happens to be moving along the beam with a kinetic energy of only $0.05\,\mathrm{eV}$, the maximum is supposed to rise to about $16.8\,\mathrm{eV}$. I would have added the energies and obtained $15.05\,\mathrm{eV}$. How can $0.05\,\mathrm{eV}$ be worth nearly $2\,\mathrm{eV}$, where does the extra energy come from, and does it really permit displacement below the static threshold?

\section*{Answer}

The collision adds momenta, and kinetic energy is quadratic in momentum. Your sum lacks the cross term. One correction of wording is also needed: $16.8\,\mathrm{eV}$ is the kinetic energy of the atom \emph{after} the collision. The energy transferred to it is $0.05\,\mathrm{eV}$ less.

\subsection*{The atom at rest}

Let $m$ and $M$ be the electron and atom masses, $E$ the kinetic energy of the beam electron and $p$ its momentum. The electron is relativistic, with total energy $E+mc^2$, so
\begin{equation}
p^2c^2=(E+mc^2)^2-(mc^2)^2=E(E+2mc^2).
\end{equation}
The atom is slow, and $P^2/2M$ suffices for its kinetic energy.

Take the collision to be elastic and so brief that the lattice forces deliver no appreciable impulse during it. The electron loses some energy $\Delta E$. Since $dE/dp=v_e$, the electron speed, its momentum falls by the fraction
\begin{equation}
\frac{\delta p}{p}\simeq\frac{\Delta E}{p v_e},\qquad
p v_e=\frac{p^2c^2}{E+mc^2}=\frac{E(E+2mc^2)}{E+mc^2}.
\end{equation}
In the example below $p v_e\approx 289\,\mathrm{keV}$ and $\Delta E\approx 17\,\mathrm{eV}$, a fraction of about $6\times10^{-5}$. To leading order the electron therefore changes direction but not momentum magnitude.

The greatest momentum transfer occurs when the electron is turned straight back. Its momentum changes from $+p$ to $-p$, and the atom receives $2p$. The maximum static transfer is
\begin{equation}
T=\frac{(2p)^2}{2M}=\frac{2p^2}{M}=\frac{2E(E+2mc^2)}{Mc^2}.
\label{static}
\end{equation}
To find the beam energy for a given $T$, write $E(E+2mc^2)=(E+mc^2)^2-(mc^2)^2$ and take the positive root:
\begin{equation}
E=\sqrt{(mc^2)^2+\tfrac12Mc^2T}-mc^2 .
\label{beam}
\end{equation}

For silicon-28, $Mc^2=26.0604\,\mathrm{GeV}$, and $mc^2=510.999\,\mathrm{keV}$. With $T=15\,\mathrm{eV}$,
\begin{equation}
E=\sqrt{510.999^2+195\,453}\;\mathrm{keV}-510.999\,\mathrm{keV}
=164.70\,\mathrm{keV}.
\end{equation}

\subsection*{The atom moving along the beam}

Now let the atom have kinetic energy $K$ and momentum $P_0=\sqrt{2MK}$ along the beam just before it is struck. From Eq.~\eqref{static}, $2p=\sqrt{2MT}$. The kick is practically the same as before, because the atom's speed is only $\sqrt{2K/Mc^2}\approx2\times10^{-6}$ of the speed of light, while the electron moves at $0.654$ of it. Hence
\begin{align}
E_{\max}&=\frac{(P_0+2p)^2}{2M}
=\frac{\left(\sqrt{2MK}+\sqrt{2MT}\right)^2}{2M}\nonumber\\
&=\left(\sqrt T+\sqrt K\right)^2
=T+K+2\sqrt{TK}.
\label{main}
\end{align}
For your numbers,
\begin{equation}
E_{\max}=(15+0.05+1.7321)\,\mathrm{eV}=16.78\,\mathrm{eV}.
\end{equation}
The transferred energy is $E_{\max}-K=16.73\,\mathrm{eV}$. Nearly all the gain over $15\,\mathrm{eV}$ is the cross term.

The electron pays for it. In the direction of the beam, the atom is a receding mirror, and an electron reflected from a receding mirror comes back with less energy than one reflected from a mirror at rest. It loses $16.73\,\mathrm{eV}$ instead of $15\,\mathrm{eV}$. The vibration supplies just its own $0.05\,\mathrm{eV}$; its main role is to let the same impulse do more work, since the rate at which a force does work is force times velocity, and the atom moves faster throughout the push.

If the atom moves against the beam, $P_0$ changes sign:
\begin{equation}
E_{\mathrm{back}}=\left(\sqrt T-\sqrt K\right)^2=13.32\,\mathrm{eV}.
\end{equation}
The mean of the forward and backward results is $T+K=15.05\,\mathrm{eV}$, your original sum. Vibration thus spreads the final energies widely while shifting their mean little. Motion across the beam also gives $T+K$ in a head-on collision, because perpendicular momenta have no cross term.

For $K\ll T$ the gain $E_{\max}-T$ is close to $2\sqrt{TK}$. It grows as the square root of $K$, which is why a small vibrational energy matters. Here the gain is about $36$ times $K$. In the opposite limit, $K\gg T$, the cross term is small compared with $K$.

\subsection*{Why this is the maximum, and how head-on the collision must be}

For arbitrary directions let $\mathbf q=\mathbf p-\mathbf p'$ be the momentum given to the atom, where $\mathbf p'$ is the final electron momentum. With $|\mathbf p'|\simeq p$, the triangle inequality gives
\begin{equation}
|\mathbf P_0+\mathbf q|\le P_0+|\mathbf q|\le P_0+2p .
\end{equation}
The second equality requires full reversal of the electron, which puts $\mathbf q$ along the beam. The first then requires the atom to move along the beam too. So Eq.~\eqref{main} is the maximum for given $T$ and $K$, at leading order in the small electron energy loss.

Suppose the atom moves along the beam but the electron is deflected by an angle $\theta<180^\circ$. Then
\begin{align}
q_\parallel&=p(1-\cos\theta)=2p\sin^2(\theta/2),\\
q^2&=2p^2(1-\cos\theta)=4p^2\sin^2(\theta/2).
\end{align}
The final energy is
\begin{equation}
E_f=\frac{P_0^2+2P_0q_\parallel+q^2}{2M}.
\end{equation}
The first term is $K$ and the last is $T\sin^2(\theta/2)$. In the middle term use $P_0=\sqrt{2MK}$ and $p=\sqrt{MT/2}$, so that $P_0p=M\sqrt{TK}$:
\begin{equation}
\frac{2P_0q_\parallel}{2M}
=\frac{2P_0p}{M}\sin^2(\theta/2)
=2\sqrt{TK}\,\sin^2(\theta/2).
\end{equation}
Therefore
\begin{equation}
E_f=K+\left(T+2\sqrt{TK}\right)\sin^2(\theta/2).
\label{angle}
\end{equation}
To reach $16\,\mathrm{eV}$ we need
\begin{equation}
\sin^2(\theta/2)\ge\frac{16-0.05}{15+1.7321}=0.953,
\qquad \theta\ge155^\circ .
\end{equation}
There is a finite range of deflections that suffice, although all are strongly backward.

These formulas neglect the change in $|\mathbf p'|$. Solving the full relativistic conservation laws at the same beam energy gives $14.9992\,\mathrm{eV}$ for the resting atom and $16.7811\,\mathrm{eV}$ for the moving one. The approximation costs about $0.001\,\mathrm{eV}$.

\subsection*{Does the atom then leave its site?}

Let $E_d$ be the displacement energy, measured from the bottom of the potential well that holds the atom. An atom struck at the bottom has no potential energy, so its whole energy is the final kinetic energy. This is why $E_{\max}$, not the transferred energy, is to be compared with $E_d$. Displacement is closed to the resting atom but open to the moving one when
\begin{equation}
T<E_d<\left(\sqrt T+\sqrt K\right)^2 .
\end{equation}
With $E_d=16\,\mathrm{eV}$ this reads $15<16<16.78$, so your conclusion must be changed.

A one-dimensional Morse well shows the criterion at work:
\begin{equation}
V(x)=E_d\left(1-e^{-ax}\right)^2,\qquad a=8\,\mathrm{nm^{-1}} .
\end{equation}
It has its minimum at $x=0$ and tends to $E_d$ far away. Integrating the equation of motion after the same forward kick at $x=0$ gives three outcomes:
\begin{itemize}
\item The atom initially at rest turns back at $0.431\,\mathrm{nm}$.
\item The atom initially moving against the beam turns back at $0.304\,\mathrm{nm}$.
\item The atom initially moving with the beam escapes. It is $2.64\,\mathrm{nm}$ away after $1000\,\mathrm{fs}$ and keeps $0.782\,\mathrm{eV}$ of kinetic energy, which is $E_{\max}-E_d$.
\end{itemize}
This well illustrates the energy criterion and is not a potential for silicon. In a crystal the neighbours move and take up energy while the atom leaves, so $E_d$ is an effective threshold and not the depth of a fixed well. In a crystal, a displaced atom may also fall back into the vacancy it left, so passing the threshold does not guarantee lasting damage.

\subsection*{What happens to the threshold}

The displacement energy has not changed. What falls is the \emph{static transfer} the beam must be able to deliver. Two questions can be asked.

First, how much forward motion is needed at your fixed beam energy? For $E_d>T$, the condition $\sqrt T+\sqrt K\ge\sqrt{E_d}$ gives
\begin{equation}
K\ge K_{\min}=\left(\sqrt{E_d}-\sqrt T\right)^2
=(4-3.87298)^2\,\mathrm{eV}=0.016\,\mathrm{eV}.
\label{kmin}
\end{equation}
Your $0.05\,\mathrm{eV}$ is more than enough.

Second, how far can the beam energy be lowered for $K$ fixed at $0.05\,\mathrm{eV}$? For $K<E_d$ the required static transfer is
\begin{equation}
T_{\mathrm{need}}=\left(\sqrt{E_d}-\sqrt K\right)^2
=(4-0.22361)^2\,\mathrm{eV}=14.26\,\mathrm{eV}.
\end{equation}
Equation~\eqref{beam} turns this into a beam energy of $157.5\,\mathrm{keV}$, against $174.3\,\mathrm{keV}$ for a resting atom. The threshold is lower by $16.7\,\mathrm{keV}$, and your $164.7\,\mathrm{keV}$ beam lies between the two values. The lower value belongs to this one choice of $K$. A warm crystal contains a spread of velocities, so it has a smeared threshold.

\subsection*{How often an atom moves this way}

For a harmonic crystal the velocity component along the beam has a Gaussian distribution, even when zero-point motion matters. To see this for one mode of angular frequency $\omega$, let $\bar n$ be its mean thermal occupation and consider a mixture of coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/\bar n}/(\pi\bar n)$. Integration over the phase of $\alpha$ removes the off-diagonal terms between number states. With $r=|\alpha|^2$, the population of level $n$ is
\begin{equation}
\frac1{\bar n\,n!}\int_0^\infty r^n e^{-r(1+1/\bar n)}\,dr
=\frac{\bar n^{\,n}}{(\bar n+1)^{n+1}},
\end{equation}
which is the thermal population. Each coherent state has a Gaussian momentum distribution, and its centre is itself Gaussian-distributed, so the total is Gaussian. In units of $\sqrt{\hbar\omega}$ for mass-weighted momentum, the variances are $\tfrac12$ and $\bar n$. An atom's momentum is a linear sum over independent modes, and such a sum is Gaussian as well.

Let $\kappa$ be the mean kinetic energy along the beam. The velocity variance is $2\kappa/M$, while the speed for energy $K$ is $\sqrt{2K/M}$. Dividing this speed by the square root of the variance gives $\sqrt{K/\kappa}$ standard deviations, so the chance of forward motion with energy above $K$ is
\begin{equation}
\mathcal P=\frac12\,\mathrm{erfc}\sqrt{\frac{K}{2\kappa}} .
\label{chance}
\end{equation}

The mean kinetic energy of one mode is $\tfrac12\hbar\omega(\bar n+\tfrac12)=\tfrac14\hbar\omega\coth(\hbar\omega/2k_B\Theta)$ at temperature $\Theta$. In the Debye model the normalized mode density is $3x^2$, with $x=\omega/\omega_D$ between 0 and 1. Cubic symmetry makes the three directions equivalent, and
\begin{equation}
\kappa=\int_0^1 3x^2\,\frac{k_B\Theta_Dx}{4}
\coth\!\left(\frac{\Theta_Dx}{2\Theta}\right)dx ,
\qquad k_B\Theta_D=\hbar\omega_D .
\end{equation}
At high temperature $\coth y\to1/y$ and $\kappa\to k_B\Theta/2$. At low temperature $\coth y\to1$ and $\kappa\to3k_B\Theta_D/16$, the zero-point value.

With a rough Debye temperature of $640\,\mathrm K$ for silicon, $\kappa=0.0157\,\mathrm{eV}$ at $300\,\mathrm K$. Equation~\eqref{chance} then gives a $3.7\%$ chance of forward motion above $0.05\,\mathrm{eV}$. The chance is $1.4\%$ at $77\,\mathrm K$ and $8.8\%$ at $600\,\mathrm K$. The last digits depend on the Debye temperature: varying it from $600$ to $680\,\mathrm K$ moves $\kappa$ at $300\,\mathrm K$ from $0.0154$ to $0.0161\,\mathrm{eV}$, the $300\,\mathrm K$ chance from $3.6$ to $3.9\%$ and the $77\,\mathrm K$ chance from $1.2$ to $1.7\%$. Your moving atom is therefore uncommon but not exotic. For motion of this size cooling does not remove the effect, because zero-point motion remains. The rarer, faster motion that a larger displacement energy would need is suppressed much more: for $E_d=18\,\mathrm{eV}$ the chance of exceeding $K_{\min}$ falls about tenfold between $300$ and $77\,\mathrm K$.

At $300\,\mathrm K$ about $16\%$ of atoms are moving forward with more than the smaller value $K_{\min}$ of Eq.~\eqref{kmin}. This is not a displacement probability per electron. An atom right at $K_{\min}$ needs perfect reversal, and a rate also requires the scattering cross section, integrated over the allowed angles and velocities, and the beam current density.

\subsection*{How far to trust this for real silicon}

A beam of $165\,\mathrm{keV}$ is within the reach of transmission electron microscopes. The $16\,\mathrm{eV}$ displacement energy is the value assumed in your model and is not derived here. A critical assumption is that this energy is a single sharp number: in a crystal it depends on the recoil direction, and atoms at the exit surface of a thin foil have fewer neighbours and can leave with less energy than atoms in the bulk. At the same beam energy and $300\,\mathrm K$, the sensitivity is severe:
\begin{center}
\begin{tabular}{ccc}
$E_d$ (eV) & $K_{\min}$ (eV) & chance of $K>K_{\min}$, forward\\
16 & 0.016 & $0.16$\\
18 & 0.137 & $1.6\times10^{-3}$\\
20 & 0.359 & $9\times10^{-7}$
\end{tabular}
\end{center}
At $18\,\mathrm{eV}$ your $0.05\,\mathrm{eV}$ of motion would no longer suffice. The last entry also relies on the far tail of the harmonic model and should be read as an order of magnitude at best.

Some other neglected effects can be estimated:
\begin{itemize}
\item \textbf{Isotopes.} At fixed beam energy $T\propto1/M$. For silicon-30 it is $14.0\,\mathrm{eV}$, and $0.05\,\mathrm{eV}$ of forward motion raises the final energy to $15.7\,\mathrm{eV}$. That is still below $16\,\mathrm{eV}$, so the heavier isotope needs faster motion.
\item \textbf{Remaining thermal energy.} Transverse kinetic energy contributes $2\kappa$ on average and harmonic potential energy $3\kappa$, by equality of mean kinetic and potential energies. Their sum is $0.079\,\mathrm{eV}$ at $300\,\mathrm K$, small beside the $1.73\,\mathrm{eV}$ cross term but not negligible against the $1\,\mathrm{eV}$ gap $E_d-T$. Counted toward $E_d$, with each of these degrees of freedom taken as an independent Gaussian variable, it raises the three entries of the table to about $0.18$, $2\times10^{-3}$ and $1\times10^{-6}$.
\item \textbf{Energy loss in the foil.} An electron that has already lost $100\,\mathrm{eV}$ has its $T$ reduced by $0.01\,\mathrm{eV}$.
\item \textbf{Duration of the collision.} The electron crosses $0.1\,\mathrm{nm}$ in $5\times10^{-4}\,\mathrm{fs}$. The atom in the Morse well takes $18\,\mathrm{fs}$ to swing from its inner turning point to the centre, and $19\,\mathrm{fs}$ from the outer one. The sudden-kick assumption is well satisfied.
\end{itemize}

So the answer to your last question is yes, under a stated condition: an atom moving forward with $0.05\,\mathrm{eV}$ can be displaced by your beam if its displacement energy lies between $15$ and $16.78\,\mathrm{eV}$. The numerical output below gives the values with more digits.

\section*{Computed values}
\begin{verbatim}
Electron rest energy: 510.999 keV
Silicon-28 mass: 27.977 u; rest energy: 26.0604 GeV
Maximum static transfer T: 15.00 eV
Atomic motion along beam K: 0.050 eV
Model displacement energy Ed: 16.00 eV
Beam energy giving T: 164.70 keV
Electron speed / light speed: 0.6543
sqrt(T): 3.87298 sqrt(eV)
sqrt(K): 0.22361 sqrt(eV)
Cross term 2 sqrt(TK): 1.7321 eV
Final energy, forward motion: 16.7821 eV
Energy transferred, forward motion: 16.7321 eV
Final energy, backward motion: 13.3179 eV
Final energy, transverse motion: 15.0500 eV
Exact kinematics, atom at rest: 14.9992 eV
Exact kinematics, forward motion: 16.7811 eV
Smallest displacing deflection: 155.03 degrees
Static transfer needed with motion: 14.2611 eV
Beam threshold, atom at rest: 174.28 keV
Beam threshold, moving atom: 157.54 keV
Threshold reduction: 16.74 keV
Morse inverse width: 8.0 1/nm
Morse reach, atom at rest: 0.431 nm
Morse reach, backward motion: 0.304 nm
Morse reach in 1000 fs, forward motion: 2.644 nm
Kinetic energy left after escape: 0.7821 eV
Rough Debye temperature: 640 K
77 K: mean energy along beam 0.01045 eV; chance forward above K 1.436 %
300 K: mean energy along beam 0.01572 eV; chance forward above K 3.726 %
600 K: mean energy along beam 0.02730 eV; chance forward above K 8.799 %
Ed 16 eV: least motion 0.0161 eV; chance at 300 K 1.56e-01
Ed 18 eV: least motion 0.1366 eV; chance at 300 K 1.60e-03
Ed 20 eV: least motion 0.3590 eV; chance at 300 K 8.82e-07
Silicon-30 mass: 29.974 u
Silicon-30 static transfer, same beam: 14.001 eV
Silicon-30 final energy with K: 15.724 eV
Drop in T for 100 eV beam loss: 0.0104 eV
Other mean thermal energy at 300 K: 0.0786 eV
Electron passage time over 0.1 nm: 5.10e-04 fs
Morse turning point to centre: 18.05 fs
\end{verbatim}
